# Why mean field overestimates Curie temperatures of dilute magnetic semiconductors: a program that tests the result

```python
# Result under test: for a fraction x of classical unit spins on fcc sites,
# H = -sum_pairs J_ij e_i.e_j, mean field gives kT = (x/3) sum_R J_R > 0,
# but nearest-neighbour order needs percolation (x about 0.20), and with
# decaying exchange the true Curie temperature is set by weak linking bonds.
# Symbols: shells are labelled by n2 = (2R/a)^2; energies inside the
# simulation are in units of the nearest-neighbour coupling J1.
# Curie points: crossing of correlation length / cell length for two cells.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components

LATTICE = 5.6        # angstrom
J1_EV = 0.060        # eV
DECAY = 1.2          # angstrom
X = 0.08
KB = const.k / const.e


def shell_vectors(n2):
    return [v for v in itertools.product(range(-3, 4), repeat=3)
            if sum(c * c for c in v) == n2]


def half_shell(n2):
    return [np.array(v) for v in shell_vectors(n2) if v > (0, 0, 0)]


def fcc_sites(cells):
    pos = np.indices((2 * cells,) * 3).reshape(3, -1).T
    return pos[pos.sum(axis=1) % 2 == 0]


def components(first, second, size):
    graph = csr_matrix((np.ones(len(first)), (first, second)),
                       shape=(size, size))
    return connected_components(graph, directed=False)


def build(cells, x, copies, couplings, rng):
    """Independent random samples stored side by side as one spin system."""
    size = 2 * cells
    sites = fcc_sites(cells)
    n = int(round(x * len(sites)))
    first, second, strength, weights = [], [], [], []
    for copy in range(copies):
        pos = sites[rng.choice(len(sites), n, replace=False)]
        index = -np.ones((size,) * 3, dtype=int)
        index[tuple(pos.T)] = np.arange(n) + copy * n
        for n2, coupling in couplings.items():
            for v in half_shell(n2):
                other = index[tuple(((pos + v) % size).T)]
                keep = np.nonzero(other >= 0)[0]
                first.append(keep + copy * n)
                second.append(other[keep])
                strength.append(np.full(len(keep), float(coupling)))
        angle = 2 * np.pi * pos.T / size
        weights.append(np.vstack([np.ones((1, n)), np.cos(angle),
                                  np.sin(angle)]))
    return (np.concatenate(first), np.concatenate(second),
            np.concatenate(strength), np.array(weights))


def sample(system, temperature, sweeps, rng):
    """Cluster Monte Carlo; mean squared weighted spin sums per sample."""
    first, second, strength, weights = system
    copies, rows, n = weights.shape
    spins = np.zeros((copies * n, 3))
    spins[:, 2] = 1.0
    total = np.zeros(rows)
    discard = sweeps // 5
    for sweep in range(sweeps):
        axis = rng.normal(size=3)
        axis /= np.linalg.norm(axis)
        proj = spins @ axis
        gain = np.maximum(strength * proj[first] * proj[second], 0.0)
        active = rng.random(len(first)) < -np.expm1(-2 * gain / temperature)
        count, label = components(first[active], second[active], copies * n)
        flip = (rng.random(count) < 0.5)[label]
        spins -= 2 * (flip * proj)[:, None] * axis
        if sweep >= discard:
            sums = weights @ spins.reshape(copies, n, 3)
            total += (sums ** 2).sum(axis=2).mean(axis=0)
    return total / (sweeps - discard)


def length_ratio(system, temperature, rng):
    power = sample(system, temperature, 70, rng)
    chi_k = power[1:].sum() / 3
    return np.sqrt(max(power[0] / chi_k - 1, 1e-6)) / (2 * np.pi)


def curie(x, couplings, low, high, steps, seed, cells=(7, 12),
          copies=(40, 16)):
    rng = np.random.default_rng(seed)
    systems = [build(c, x, m, couplings, rng) for c, m in zip(cells, copies)]
    a, b, da, db = np.log(low), np.log(high), None, None
    for _ in range(steps):
        mid = (a + b) / 2
        small, large = [length_ratio(s, np.exp(mid), rng) for s in systems]
        diff = np.log(large / small)
        if diff > 0:
            a, da = mid, diff
        else:
            b, db = mid, diff
    assert da is not None and db is not None, "Curie point not bracketed"
    return np.exp(a + (b - a) * da / (da - db))


def wrapping_threshold(cells, shells, samples, rng):
    """Mean occupation at which a cluster first wraps the periodic cell."""
    size = 2 * cells
    sites = fcc_sites(cells)
    m = len(sites)
    index = -np.ones((size,) * 3, dtype=int)
    index[tuple(sites.T)] = np.arange(m)
    first, second, crossed = [], [], []
    for n2 in shells:
        for v in half_shell(n2):
            target = sites + v
            first.append(np.arange(m))
            second.append(index[tuple((target % size).T)])
            crossed.append(((target < 0) | (target >= size)).astype(int))
    first, second = np.concatenate(first), np.concatenate(second)
    crossed = np.concatenate(crossed)

    def wraps(rank, count):
        occupied = rank < count
        keep = occupied[first] & occupied[second]
        i, j, w = first[keep], second[keep], crossed[keep]
        for axis in range(3):  # two sheets, exchanged at the cell boundary
            s = w[:, axis]
            label = components(np.concatenate([i, i + m]),
                               np.concatenate([j + m * s, j + m * (1 - s)]),
                               2 * m)[1]
            if np.any((label[:m] == label[m:]) & occupied):
                return True
        return False

    found = []
    for _ in range(samples):
        rank = rng.permutation(m)
        low, high = 0, int(0.4 * m)
        while high - low > m // 1000:
            mid = (low + high) // 2
            if wraps(rank, mid):
                high = mid
            else:
                low = mid
        found.append((low + high) / (2 * m))
    return np.mean(found), np.std(found) / np.sqrt(samples)


def mean_field(x, couplings):
    return x * sum(len(shell_vectors(k)) * j for k, j in couplings.items()) / 3


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


rng = np.random.default_rng(11)
radius = {k: LATTICE * np.sqrt(k) / 2 for k in range(2, 15, 2)}
tail = {k: np.exp(-(r - radius[2]) / DECAY) for k, r in radius.items()}
model = {k: tail[k] for k in (2, 4, 6, 8)}
nearest = {2: 1.0}
mf_model, mf_nearest = mean_field(X, model), mean_field(X, nearest)

# Mean-field formula against the full nonlinear self-consistency equation.
field = 3 * mf_model


def excess(m, temperature):
    y = field * m / temperature
    return 1 / np.tanh(y) - 1 / y - m


moment = brentq(excess, 0.01, 1.0, args=(0.95 * mf_model,))
assert moment > 0.1
assert np.all(excess(np.linspace(0.01, 1, 200), 1.01 * mf_model) < 0)

# Sampler against exact quadrature for a tetrahedron at kT = J.
node, wt = np.polynomial.legendre.leggauss(24)
pa, pb, cosine = np.meshgrid(node + 1, node + 1, node, indexing="ij")
measure = np.einsum("i,j,k->ijk", wt, wt, wt) * pa * pb
square = pa ** 2 + pb ** 2 + 2 * pa * pb * cosine
boltz = measure * np.exp((square - 16) / 2)
tetra_exact = (boltz * square).sum() / boltz.sum()
pairs = np.array(list(itertools.combinations(range(4), 2)))
bonds = (pairs[None] + 4 * np.arange(2000)[:, None, None]).reshape(-1, 2)
tetra = (bonds[:, 0], bonds[:, 1], np.ones(len(bonds)), np.ones((2000, 1, 4)))
tetra_mc = sample(tetra, 1.0, 100, rng)[0]
assert abs(tetra_mc / tetra_exact - 1) < 0.015
tetra_mf = np.linalg.eigvalsh(np.ones((4, 4)) - np.eye(4))[-1] / 3
assert abs(tetra_mf - 1) < 1e-12

# Percolation thresholds for growing coupling range.
thresholds = [wrapping_threshold(12, s, 20, rng)
              for s in ((2,), (2, 4), (2, 4, 6))]
assert abs(thresholds[0][0] - 0.20) < 0.015
assert thresholds[2][0] < X < thresholds[1][0]

# Finite nearest-neighbour clusters: magnetization bound and its T -> 0 limit.
system = build(12, X, 16, nearest, rng)
n_spin = system[3].shape[2]
labels = components(system[0], system[1], 16 * n_spin)[1]
sizes = np.bincount(labels)
cluster_size = (sizes ** 2).sum() / sizes.sum()
path_bound = 1 + 12 * X / (1 - 11 * X)
isolated = (sizes == 1).sum() / sizes.sum()
cold = sample(system, 0.01, 400, rng)[0] / n_spin
warm = sample(system, mf_nearest, 200, rng)[0] / n_spin
assert cluster_size < path_bound
assert abs(isolated - (1 - X) ** 12) < 0.03
assert abs(cold / cluster_size - 1) < 0.10
assert warm < cluster_size

# Site-resolved mean field on one random sample.
i, j, strength, weights = build(12, X, 1, model, rng)
matrix = np.zeros((weights.shape[2],) * 2)
matrix[i, j] = strength
matrix += matrix.T
values, vectors = np.linalg.eigh(matrix)
site_mf = values[-1] / 3
spread = 1 / (vectors[:, -1] ** 4).sum()
assert site_mf > matrix.sum() / len(matrix) / 3
assert site_mf > mf_model and spread < 0.1 * len(matrix)

# Monte Carlo Curie points and tests of the cause.
low, high = 0.05 * mf_model, 0.9 * mf_model
mc_first = curie(X, model, low, high, 5, 101)
mc_second = curie(X, model, low, high, 5, 202)
mc = (mc_first + mc_second) / 2
assert abs(mc_first - mc_second) < 0.25 * mc
assert mc < 0.5 * mf_model
strong = dict(model)
strong[2] = 3.0
mc_strong = curie(X, strong, low, high, 5, 101)
mf_gain = mean_field(X, strong) / mf_model
mc_gain = mc_strong / mc_first
assert mc_gain < 1.5 < mf_gain
mc_tail = curie(X, tail, low, high, 5, 101)
flat = {k: 1.0 for k in tail}
mf_flat = mean_field(X, flat)
flat_ratio = curie(X, flat, 0.4 * mf_flat, 1.1 * mf_flat, 4, 101) / mf_flat
assert flat_ratio > 1.5 * mc / mf_model

# Full lattice: Monte Carlo between RPA and mean field.


def lattice_average(n):
    c = np.cos((np.arange(n) + 0.5) * 2 * np.pi / n)
    cx, cy, cz = c[:, None, None], c[None, :, None], c[None, None, :]
    return np.mean(1 / (1 - (cx * cy + cy * cz + cz * cx) / 3))


watson = 2 * lattice_average(80) - lattice_average(40)
mf_full = mean_field(1.0, nearest)
full_ratio = curie(1.0, nearest, 0.6 * mf_full, mf_full, 4, 303,
                   cells=(4, 7), copies=(12, 5)) / mf_full
assert 1 / watson < full_ratio < 1

# Neglected effects.
spin = 2.5
mu_b = const.physical_constants["Bohr magneton"][0]
dipole = (2 * const.mu_0 / (4 * np.pi) * (2 * spin * mu_b) ** 2
          / (radius[2] * 1e-10) ** 3 / const.e)
assert dipole < 0.05 * model[6] * J1_EV

show("Lattice constant", LATTICE, "angstrom")
show("Exchange decay length", DECAY, "angstrom")
show("Magnetic fraction x", X)
for shell, n2 in enumerate(model, 1):
    print(f"Shell {shell}: {len(shell_vectors(n2))} sites, "
          f"R = {radius[n2]:.3f} angstrom, J = {model[n2] * J1_EV:.5f} eV")
for shell, (value, error) in enumerate(thresholds, 1):
    print(f"Percolation threshold, shells 1 to {shell}: "
          f"{value:.4f} +- {error:.4f} (sampling error)")
show("Nearest-neighbour mean-field kT", mf_nearest * J1_EV, "eV")
show("Nearest-neighbour mean-field Curie temperature",
     mf_nearest * J1_EV / KB, "K")
show("Isolated spin fraction, nearest neighbours, sampled", isolated)
show("Isolated spin fraction, formula", (1 - X) ** 12)
show("Mean cluster size S, nearest neighbours", cluster_size, "spins")
show("Path-counting upper bound on S", path_bound, "spins")
show("N<M^2>, Monte Carlo, kT = 0.01 J1", cold)
show("N<M^2>, Monte Carlo, at nearest-neighbour mean-field kT", warm)
show("Tetrahedron mean-field kT/J", tetra_mf)
show("Tetrahedron <S^2> at kT = J, quadrature (maximum 16)", tetra_exact)
show("Tetrahedron <S^2> at kT = J, Monte Carlo", tetra_mc)
show("Four-shell mean-field kT", mf_model * J1_EV, "eV")
show("Four-shell mean-field Curie temperature", mf_model * J1_EV / KB, "K")
show("Mean-field moment at 0.95 of that temperature", moment)
show("Site-resolved mean-field temperature, one sample",
     site_mf * J1_EV / KB, "K")
show("Spins carrying its leading vector", spread)
show("Spins in that sample", len(matrix))
show("Monte Carlo Curie temperature, disorder set 1",
     mc_first * J1_EV / KB, "K")
show("Monte Carlo Curie temperature, disorder set 2",
     mc_second * J1_EV / KB, "K")
show("Monte Carlo kTc, mean of sets", mc * J1_EV, "eV")
show("Monte Carlo Curie temperature, mean of sets", mc * J1_EV / KB, "K")
show("Mean field / Monte Carlo", mf_model / mc)
show("J1 tripled: mean-field temperature multiplied by", mf_gain)
show("J1 tripled: Monte Carlo temperature multiplied by", mc_gain)
show("Seven equal shells: Monte Carlo / mean field", flat_ratio)
show("Full lattice, nearest neighbours: Monte Carlo / mean field", full_ratio)
show("Full lattice, nearest neighbours: RPA / mean field", 1 / watson)
show("Full-lattice average W", watson)
show("Tail to shell 7: mean-field temperature multiplied by",
     mean_field(X, tail) / mf_model)
show("Tail to shell 7: Monte Carlo temperature multiplied by",
     mc_tail / mc_first)
show("Quantum mean-field factor (S+1)/S for S = 5/2", (spin + 1) / spin)
show("Largest dipolar pair energy at nearest distance", dipole, "eV")
print("checks complete")
```

Output:

```
Lattice constant: 5.6 angstrom
Exchange decay length: 1.2 angstrom
Magnetic fraction x: 0.08
Shell 1: 12 sites, R = 3.960 angstrom, J = 0.06000 eV
Shell 2: 6 sites, R = 5.600 angstrom, J = 0.01529 eV
Shell 3: 24 sites, R = 6.859 angstrom, J = 0.00536 eV
Shell 4: 12 sites, R = 7.920 angstrom, J = 0.00221 eV
Percolation threshold, shells 1 to 1: 0.2010 +- 0.0023 (sampling error)
Percolation threshold, shells 1 to 2: 0.1334 +- 0.0021 (sampling error)
Percolation threshold, shells 1 to 3: 0.0626 +- 0.0016 (sampling error)
Nearest-neighbour mean-field kT: 0.0192 eV
Nearest-neighbour mean-field Curie temperature: 222.8 K
Isolated spin fraction, nearest neighbours, sampled: 0.3665
Isolated spin fraction, formula: 0.3677
Mean cluster size S, nearest neighbours: 2.891 spins
Path-counting upper bound on S: 9 spins
N<M^2>, Monte Carlo, kT = 0.01 J1: 2.788
N<M^2>, Monte Carlo, at nearest-neighbour mean-field kT: 2.099
Tetrahedron mean-field kT/J: 1
Tetrahedron <S^2> at kT = J, quadrature (maximum 16): 9.739
Tetrahedron <S^2> at kT = J, Monte Carlo: 9.792
Four-shell mean-field kT: 0.02578 eV
Four-shell mean-field Curie temperature: 299.2 K
Mean-field moment at 0.95 of that temperature: 0.2846
Site-resolved mean-field temperature, one sample: 801.3 K
Spins carrying its leading vector: 6.357
Spins in that sample: 553
Monte Carlo Curie temperature, disorder set 1: 44.27 K
Monte Carlo Curie temperature, disorder set 2: 43.23 K
Monte Carlo kTc, mean of sets: 0.00377 eV
Monte Carlo Curie temperature, mean of sets: 43.75 K
Mean field / Monte Carlo: 6.839
J1 tripled: mean-field temperature multiplied by: 2.489
J1 tripled: Monte Carlo temperature multiplied by: 1.048
Seven equal shells: Monte Carlo / mean field: 0.7877
Full lattice, nearest neighbours: Monte Carlo / mean field: 0.9534
Full lattice, nearest neighbours: RPA / mean field: 0.7437
Full-lattice average W: 1.345
Tail to shell 7: mean-field temperature multiplied by: 1.042
Tail to shell 7: Monte Carlo temperature multiplied by: 1.889
Quantum mean-field factor (S+1)/S for S = 5/2: 1.4
Largest dipolar pair energy at nearest distance: 4.323e-05 eV
checks complete
```
